# Why negative electron affinity does not forbid dissociative electron attachment

**Q:** Some chlorinated resist molecules have a negative electron affinity. Their anion lies above the neutral molecule, so a slow electron cannot be captured. I conclude that electron attachment cannot break their carbon–chlorine bonds.

**A:** Which energies are you comparing? Let \(x\) be the stretch of the bond from equilibrium, \(V_0(x)\) the energy of the neutral molecule, and \(V_a(x)\) that of the anion. The vertical affinity is

\[
A_v=-[V_a(0)-V_0(0)] .
\]

The neutral side of this difference contains a free electron *at rest*. If \(A_v<0\), such an electron cannot form the anion at fixed nuclei. An electron arriving with kinetic energy

\[
\varepsilon=V_a(0)-V_0(0)>0
\]

supplies the difference. The negative sign sets a price for capture; it does not prohibit it.

**Q:** But the anion can then give the electron back. Is it a state at all, if nothing binds it?

**A:** It is not a stationary bound state, but it can be a resonance. An electron with angular momentum \(l\) feels the centrifugal energy \(\hbar^2l(l+1)/(2mr^2)\) in addition to the molecular attraction. The attraction wins inside, the centrifugal term outside, and the electron must tunnel through the barrier between them.

Take a spherical well with \(l=2\), radius 1.2 Å and depth 49.81 eV. It would need 53.42 eV to bind a d state. In a box of radius 30 Å its lowest d level is at +0.14 eV, the same as in the empty box. This is a continuum level that sinks toward zero as the box grows, so no d state is bound. The deeper s and p levels stand for occupied orbitals and play no part here. The d wave is chosen because its high barrier gives a narrow resonance. It is not the partial wave of a carbon–chlorine σ* orbital: outside the molecule the lowest empty Hartree–Fock orbital of CH\(_3\)Cl is mainly p, with some s and little d. What that does to the numbers is taken up near the end.

If we require a purely outgoing wave, the energy becomes complex, \(E_r-i\Gamma/2\). The time factor \(\exp[-i(E_r-i\Gamma/2)t/\hbar]\) has squared magnitude \(\exp(-\Gamma t/\hbar)\), so the lifetime is \(\hbar/\Gamma\). With the depth adjusted to give \(E_r=2.0\) eV, the well gives \(\Gamma=0.256\) eV and a lifetime of 2.57 fs.

**Q:** Could that complex energy be a mathematical artefact?

**A:** Real scattering energies show the same trapping. Near a narrow resonance the phase shift obeys \(\tan\delta=(\Gamma/2)/(E_r-E)\). Differentiation gives

\[
\frac{d\delta}{dE}=\frac{\Gamma/2}{(E-E_r)^2+\Gamma^2/4}.
\]

A wave packet is delayed by \(2\hbar\,d\delta/dE\), since its outgoing part carries the phase \(2\delta\). At \(E=E_r\) the delay is \(4\hbar/\Gamma=10.29\) fs. The phase shift of the well, computed at real energies, gives a peak delay of 10.23 fs.

The barrier also fixes how \(\Gamma\) falls near threshold. Let the outgoing radial wave have amplitude \(C\) far away. For \(l=2\) and small \(ka\), its magnitude at the well edge \(a\) is \(3|C|/(ka)^2\). The escaping flux is therefore

\[
\frac{\hbar k}{m}|C|^2=\frac{\hbar k}{m}\,\frac{(ka)^4}{9}\,|u(a)|^2\propto k^5\propto E_r^{5/2},
\]

where the inner wave \(u\) hardly changes with energy. The computed resonances near threshold give an exponent of 2.49.

**Q:** Why is the loss exponential, and what turns it off?

**A:** Couple the anion, of energy \(E_a\), to free-electron states normalized per unit energy, with strength \(W\). The amplitudes \(c\) and \(b_\varepsilon\) obey

\[
i\hbar\dot c=E_ac+\int d\varepsilon\,Wb_\varepsilon,\qquad
i\hbar\dot b_\varepsilon=\varepsilon b_\varepsilon+Wc .
\]

Initially \(b_\varepsilon=0\). Solve the second equation, insert it in the first, and write \(c=e^{-iE_at/\hbar}a\):

\[
\dot a=-\frac1{\hbar^2}\int_0^t dt'\,a(t')\int d\varepsilon\,W^2
e^{-i(\varepsilon-E_a)(t-t')/\hbar}.
\]

If \(W^2\) varies slowly and \(E_a\) lies well inside the continuum, the energy integral is close to \(2\pi\hbar W^2\delta(t-t')\). The time integral ends at the peak of the delta function and takes half of it:

\[
\dot a=-\frac{\pi W^2}{\hbar}a,\qquad |a|^2=e^{-\Gamma t/\hbar},\qquad \Gamma=2\pi W^2 .
\]

The remaining level shift is absorbed in \(E_a\). If \(E_a\) lies below the continuum, no free-electron state has the right energy and steady decay stops.

Both cases were tested with a continuum from 0 to 4 eV cut into discrete levels, with the coupling set for \(\Gamma=0.256\) eV. A state at 2 eV decayed with a fitted width of 0.268 eV, 5% above the input. A state at −0.5 eV kept a survival probability of 0.89 at 50 fs. The missing part is mixing with the continuum, not continuing decay.

**Q:** A lifetime of 2.6 fs still looks hopeless. Nuclei are slow.

**A:** They have to reach only the point where the curves cross, not full separation. Beyond it \(V_a<V_0\), and at fixed nuclei the electron is bound. Take rough round parameters:

\[
V_0=D_e(1-e^{-\alpha x})^2,\qquad V_a=\Delta+Be^{-\beta x},
\]

with \(D_e=3.8\) eV, \(\alpha=1.8\) Å\(^{-1}\), \(B=1.8\) eV and \(\beta=2\) Å\(^{-1}\). At large separation, breaking the bond costs \(D_e\) and putting the electron on chlorine returns its affinity, 3.6 eV. Hence \(\Delta=3.8-3.6=0.2\) eV. At equilibrium \(V_a-V_0=0.2+1.8=2.0\) eV.

The neutral's zero-point energy is 0.041 eV. Even the separated anion limit, 0.2 eV, lies above it. In this gas-phase example the anion is therefore nowhere below the neutral ground level, yet the curves cross, because stretching raises \(V_0\). At \(x=0.4015\) Å,

\[
V_a=0.2+1.8e^{-0.803}\approx1.01\ \text{eV},\qquad
V_0=3.8(1-e^{-0.723})^2\approx1.01\ \text{eV}.
\]

**Q:** How many anions get that far?

**A:** Treat the stretch classically, and let the width depend on the energy available to the departing electron:

\[
\Gamma(x)=\Gamma_0\left[\frac{V_a(x)-V_0(x)}{2.0\ \text{eV}}\right]^{5/2}
\]

before the crossing, and zero beyond it. The surviving number obeys \(dN/dt=-\Gamma N/\hbar\). Since \(dt=dx/v\), integration from the capture point \(x_0\) to the crossing \(x_c\) gives

\[
P=\exp\left[-\int_{x_0}^{x_c}\frac{\Gamma(x)}{\hbar v(x)}dx\right],\qquad
v=\sqrt{\frac{2[V_a(x_0)-V_a(x)]}{\mu}} .
\]

The speed follows from energy conservation for a start at rest. With \(\mu=15\) u and \(x_0=0\), the journey takes 19.9 fs, or \(19.89/2.573=7.73\) initial lifetimes. A constant width would leave \(e^{-7.73}\approx4.4\times10^{-4}\). But the width shrinks as the curves approach, the integral is 3.85, and \(P=e^{-3.85}=0.021\). The survivors are a minority, but about fifty times more numerous than the initial lifetime suggests.

The formula also shows when the bond is safe. With the curves and \(\Gamma\) held fixed, \(v\propto\mu^{-1/2}\), so the exponent grows as \(\sqrt\mu\). At a given attachment energy, a broader resonance or a flatter anion curve also makes \(P\) smaller. As \(\Gamma\to0\) survival tends to one, but capture then vanishes too, because the same coupling serves both.

**Q:** Does a classical path make sense for a vibrating bond?

**A:** Here it does, if the starting conditions are sampled. The initial quantum packet is the neutral's vibrational ground state times a factor proportional to \(\sqrt{\Gamma(x)}\), the capture amplitude derived below. Propagating it with \(V_a-i\Gamma/2\) gives a mean survival \(\bar P=0.0327\). Classical trajectories with the packet's mean position and its spreads in position and momentum give 0.0328. The starting distribution thus accounts for the difference from 0.021. With all curves fixed and the width halved, the two values are 0.1575 and 0.1574.

**Q:** Survival after capture is not a cross section. How do you include the chance of capture?

**A:** Let \(\xi(x)\) be the anion part of the stationary wave at total energy \(E\), \(\chi_0\) the initial vibrational state, \(T\) the nuclear kinetic energy and \(H_0=T+V_0\). The coupled equations are

\[
(E-T-V_a)\xi=\int d\varepsilon\,W\psi_\varepsilon,\qquad
(E-H_0-\varepsilon)\psi_\varepsilon=W\xi .
\]

The second has an incoming part and an outgoing response:

\[
\psi_\varepsilon=\delta(\varepsilon-\varepsilon_i)\chi_0+
(E-H_0-\varepsilon+i0)^{-1}W\xi .
\]

Insert this in the first. The imaginary part of the inverse is \(-\pi\delta(E-H_0-\varepsilon)\), which yields \(-i\pi W^2=-i\Gamma/2\); the real part shifts \(V_a\). Here \(\Gamma\) depends on \(E-H_0\). If the nuclei keep their kinetic energy during the electron jump, then \(E\approx T+V_a\) and \(E-H_0\approx V_a-V_0\). This is the local approximation. Moving the loss term to the left gives

\[
\left(E-T-V_a+\frac{i\Gamma}{2}\right)\xi
=W\chi_0=\sqrt{\frac{\Gamma}{2\pi}}\,\chi_0 .
\]

The right side is capture, and the imaginary term is loss.

Next, the normalization. The radial electron wave \(\sqrt{2m/(\pi\hbar^2k)}\sin(kr+\eta)\), where \(\eta\) is a constant phase, is normalized per unit energy. Its incoming half carries the flux

\[
\frac{\hbar k}{m}\,\frac14\,\frac{2m}{\pi\hbar^2k}=\frac1{2\pi\hbar}.
\]

If \(J\) is the outgoing flux of separating fragments, the reaction probability is their ratio, \(|S|^2=2\pi\hbar J\).

A plane wave of speed \(\hbar k/m\) brings into partial wave \(l\) the flux that would cross an area \((2l+1)\pi/k^2\). Averaged over molecular orientation, one non-degenerate orbital receives \(1/(2l+1)\) of it:

\[
\sigma=\frac{\pi}{k^2}|S|^2 .
\]

For a closed-shell molecule and one doublet anion there is no further spin factor.

**Q:** Can the flux factor \(2\pi\hbar\) in \(|S|^2\) be checked without assuming it?

**A:** Yes, by counting every outcome. Keep \(\Gamma(E-H_0)\) as an operator instead of the local \(\Gamma(x)\). The probabilities of elastic scattering, vibrational excitation and dissociation must then add to one. They do, with a largest error of \(7\times10^{-14}\). A wrong flux factor would spoil the sum. The geometric factor \(\pi/k^2\) is not tested by it. The dissociation probability integrated over energy is 0.998 times the local result, so the local approximation costs little in this integrated yield for these parameters.

**Q:** And how does the stationary result relate to your race?

**A:** Let \(\varphi(t)\) evolve with \(H=T+V_a-i\Gamma/2\) from \(\varphi(0)=\sqrt{\Gamma/2\pi}\,\chi_0\). Then

\[
\xi(E)=-\frac{i}{\hbar}\int_0^\infty e^{iEt/\hbar}\varphi(t)\,dt
\]

solves the stationary equation. Applying \(E-H\) and using \(H\varphi=i\hbar\dot\varphi\) turns the right side into

\[
-\int_0^\infty\frac{d}{dt}\left(e^{iEt/\hbar}\varphi\right)dt=\varphi(0),
\]

because the packet eventually leaves any fixed region. Flux is quadratic in the wave, so Parseval's theorem gives

\[
\int J\,dE=\frac{2\pi\hbar}{\hbar^2}\int_0^\infty J_\varphi\,dt
=\frac{2\pi}{\hbar}\,\bar P\,\frac{\langle\Gamma\rangle}{2\pi}.
\]

The last factor is the initial norm of \(\varphi\), with \(\langle\Gamma\rangle\) averaged over \(\chi_0^2\). Multiplication by \(2\pi\hbar\) yields

\[
\int |S|^2dE=2\pi\langle\Gamma\rangle\bar P .
\]

Capture strength and survival appear as a product. Here \(2\pi(0.2487\ \text{eV})(0.0327)=0.0511\) eV, while direct integration of the stationary solutions gives 0.0511 eV. The relation belongs to the local model, whose \(\Gamma(x)\) does not depend on \(E\).

**Q:** What cross section results?

**A:** The peak lies at an electron energy of 1.88 eV, where \(|S|^2=0.126\). With \(\hbar^2/2m=3.81\) eV Å\(^2\),

\[
\sigma=\frac{\pi(3.81)}{1.879}(0.1264)\ \text{Å}^2
=0.805\ \text{Å}^2=8.05\times10^{-17}\ \text{cm}^2 .
\]

The factor \(1/k^2\) and the shorter escape path from stretched bonds both favour energies below 2.0 eV; I have not separated their shares.

If a thin layer receives a charge \(F\) per area of electrons at this energy, the intact fraction is \(\exp(-\sigma F/e)\). It falls to \(1/e\) at \(F=e/\sigma\approx1990\) µC/cm\(^2\). For a rough bond density of 3 nm\(^{-3}\), the mean path to such an event is \(1/(3\times0.00805)\approx41\) nm, provided the electron stays at the peak energy. It seldom does. At this energy the same resonance excites vibrations with probability 0.74, against 0.13 for dissociation, at a mean loss of about 0.2 eV, and the path to such a loss is only about 7 nm.

**Q:** A resist is a solid film. Does the surrounding material change the conclusion?

**A:** It changes the numbers strongly. The field energy outside a charged sphere of radius \(r\) is \(e^2/(8\pi\varepsilon_0\varepsilon_r r)\). The medium therefore lowers the anion by

\[
U=\frac{e^2}{8\pi\varepsilon_0r}\left(1-\frac1{\varepsilon_r}\right)=1.05\ \text{eV}
\]

for \(r=4\) Å and an optical permittivity of 2.4. Applying this shift at every \(x\) lowers the attachment energy from 2.0 to 0.95 eV. The constant shift is a simplification: a separated chloride ion is smaller than this sphere, and the medium would lower it further. The vertical affinity is still negative, but the separated anion limit moves to −0.85 eV, so a sufficiently stretched anion now lies below the neutral ground level, which never happened in the gas example.

The same width law now gives \(0.256(0.95/2)^{5/2}\approx0.040\) eV at equilibrium. Capture is weaker, but the anion lives longer and the crossing is nearer. The peak moves to 0.93 eV, with \(|S|^2=0.40\) and \(\sigma=5.1\times10^{-16}\) cm\(^2\), 6.4 times the gas value. Of this ratio, a factor of 2.02 comes from \(1/k^2\) at the lower energy and 3.15 from the larger \(|S|^2\). The corresponding fluence is 313 µC/cm\(^2\) and the path 6.5 nm. This estimate keeps the free-electron \(k\) and ignores the film's own electron band energy.

**Q:** May I use these as resist doses?

**A:** No. The parameters are rough values for a carbon–chlorine bond, not those of a particular resist, and the 15 u mass and the d-wave well are simplifications. A neutral well only 0.2 eV shallower would give \(\Delta=0\) and already bring the separated anion below the neutral ground level in the gas. An exposure dose counts fast primary electrons, each of which produces many slow ones over a range of energies; my fluence counts slow electrons at one energy. The film raised the peak by a factor of 6.4, but that factor belongs to this width: it is about 1.6 at half the width, 55 at double the width, and 7.7 with the widths computed from the d-wave well. Uncertainty in the width also matters strongly. Halving it raised survival from 0.033 to 0.16; since capture is halved too, the integrated yield rises by a factor of about 2.4. Doubling it would square the survival from rest, taking it from 0.021 to 0.00045, and would lower the gas-phase peak cross section by a factor of about 6.6.

Two other corrections are smaller at this width, both for the integrated gas-phase yield. Vibrational heat at 300 K raises it by 2.6%; the effect grows as survival falls, to 10% at double the width and 32% at four times the width. Replacing the threshold power law by the widths computed from the d-wave well lowers it by 11%. That figure does not cover a resonance of another partial wave, whose width follows a different power of the energy. This is the largest uncertainty of all. A p-wave well of the same radius, closer to a σ* orbital, has a width of about 3 eV at 2.0 eV. With its widths the same equations give a gas-phase peak near \(10^{-23}\) cm\(^2\), some seven orders of magnitude smaller, and a film peak near \(4\times10^{-17}\) cm\(^2\). A width larger than the resonance energy strains the local model, so these are rough sizes only. The cross sections above describe a narrow resonance, not a typical carbon–chlorine bond. Other vibrations, competing energy losses and recombination of the fragments are not included. If the electron first enters an orbital that is not repulsive along the bond, a transfer between anion states is needed, and this one-state model fails.

**Q:** Then what does a negative affinity still forbid?

**A:** A negative vertical affinity forbids a stable anion at the neutral's geometry. If the anion lies above the neutral ground level at every bond length, as in the gas example, no stable parent anion exists at all. Energy conservation also sets a floor for dissociation from the vibrational ground state:

\[
\varepsilon\ge D_0-EA(\mathrm{Cl})=\Delta-E_{\rm zp}=0.200-0.041=0.159\ \text{eV},
\]

where \(D_0\) is the bond energy measured from the zero-point level \(E_{\rm zp}\). In the gas-phase model a colder electron cannot break this bond unless the molecule already carries vibrational energy. Above the floor energy conservation allows the reaction, but that does not make it likely. In the gas-phase model the yield stays negligible until the electron energy comes near the vertical attachment energy, because the neutral's ground state covers only a small range of bond lengths. There the yield also depends on the width, the slope of the anion curve and the mass. A broader resonance pulls the peak further below the vertical attachment energy, to 1.7 eV at four times the width, and can make the yield negligible everywhere. The products are a chloride ion and a carbon-centred radical, which is where the radical chemistry of the resist can begin. The full set of values is in the numerical output.

**Q:** So I should ask two questions: whether the electron brings enough energy, and whether the bond reaches the crossing before the electron leaves.

**A:** Yes, and the sign of the affinity answers neither by itself.

## Computed values

```
Neutral well depth: 3.8 eV
Morse range parameter: 1.8 1/angstrom
Halogen electron affinity: 3.6 eV
Vertical attachment energy: 2 eV
Anion repulsion decay: 2 1/angstrom
Anion repulsion amplitude: 1.8 eV
Reduced mass: 15 u
Separated-anion limit: 0.2 eV
Zero-point energy: 0.04131 eV
Dissociation threshold for the electron: 0.1587 eV
Electronic well radius: 1.2 angstrom
Electronic well depth: 49.81 eV
Depth needed to bind a d state: 53.42 eV
Lowest d level in the test box: 0.1406 eV
Resonance width at equilibrium: 0.2558 eV
Initial lifetime: 2.573 fs
Peak time delay: 10.23 fs
Narrow-resonance time delay: 10.29 fs
Threshold exponent from poles: 2.491
Width from discretized continuum: 0.2677 eV
Below-threshold survival at 50 fs: 0.8877
Stretch at crossing: 0.4015 angstrom
Time to crossing from rest: 19.89 fs
Loss exponent from rest: 3.85
Survival from rest: 0.02129
Survival if width stayed constant: 0.0004391
Mean capture width: 0.2487 eV
Quantum packet survival: 0.0327
Classical sampled survival: 0.0328
Quantum survival at half width: 0.1575
Classical survival at half width: 0.1574
Integrated reaction probability: 0.05107 eV
Sum-rule value: 0.0511 eV
Electron energy at peak cross section: 1.879 eV
Reaction probability at that energy: 0.1264
Peak dissociation cross section: 8.053e-17 cm2
Fluence breaking 1-1/e of bonds: 1990 uC/cm2
Assumed bond density: 3 1/nm3
Path length at peak: 41.39 nm
Largest probability-balance error: 6.9e-14
Nonlocal/local integrated yield: 0.9983
Temperature: 300 K
Thermal/cold integrated yield: 1.026
Pole-width/power-law integrated yield: 0.8907
Born radius: 4 angstrom
Optical relative permittivity: 2.4
Polarization lowering: 1.05 eV
Attachment energy in film: 0.95 eV
Separated-anion limit in film: -0.85 eV
Film peak electron energy: 0.9287 eV
Film reaction probability at peak: 0.3978
Film peak cross section: 5.127e-16 cm2
Film/gas peak cross-section ratio: 6.367
Film fluence breaking 1-1/e of bonds: 312.5 uC/cm2
Film path length at peak: 6.501 nm
```
